# Why Oxygen's Vertical Electron Affinity Is Near Zero, Not 0.45 eV: a numerical check

```python
"""Vertical electron affinity of O2 from superoxide's vibration and bond length.

Result under test: A_v = G - E_relax, where
  G       = A_ad - (zero-point energy of O2 - zero-point energy of O2-),
  E_relax = k d^2/2 (harmonic) or D (exp(a d) - 1)^2 (Morse), a = sqrt(k/2D).
A_ad: adiabatic affinity; d: bond lengthening; k: anion force constant;
D: anion well depth. The harmonic value is near 0.1 eV; the steep inner wall
brings the vertical affinity close to zero. Energies in eV, lengths in angstrom.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf import gto, scf, cc, lib

lib.num_threads(1)
EV = sc.e
CM = sc.h * sc.c * 100 / EV                  # eV per cm^-1
MU = 15.995 * sc.atomic_mass / 2             # kg, reduced mass of 16O2
KIN = sc.hbar**2 / (2 * MU) / EV * 1e20      # eV angstrom^2
COUL = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10  # eV angstrom

# rounded input data
nu_anion, nu_neutral = 1090.0, 1580.0        # cm^-1
d, A_ad = 0.14, 0.45                         # angstrom, eV
D0_neutral, A_atom = 5.1, 1.5                # eV, rough


def force_constant(nu):
    return MU * (2 * np.pi * sc.c * 100 * nu)**2 / EV * 1e-20


def morse_relaxation(nu, stretch, depth):
    a = np.sqrt(force_constant(nu) / (2 * depth))
    return depth * (np.exp(a * stretch) - 1)**2


k_a, k_n = force_constant(nu_anion), force_constant(nu_neutral)
E_h = k_a * d**2 / 2
zpe_shift = CM * (nu_neutral - nu_anion) / 2
G = A_ad - zpe_shift
D0_anion = D0_neutral + A_ad - A_atom
D = D0_anion + CM * nu_anion / 2
a = np.sqrt(k_a / (2 * D))
E_m = morse_relaxation(nu_anion, d, D)
Av_simple, Av_harm, Av_morse = A_ad - E_h, G - E_h, G - E_m

# vibrational Hamiltonians on a sinc grid; x = bond length - neutral equilibrium
x = np.linspace(-0.45, 0.65, 221)
h = x[1] - x[0]
diff = np.subtract.outer(np.arange(x.size), np.arange(x.size))
safe = np.where(diff == 0, 1, diff)
kinetic = KIN / h**2 * np.where(diff == 0, np.pi**2 / 3,
                                2.0 * (-1.0)**np.abs(diff) / safe**2)
V_n = k_n * x**2 / 2
V_harm = -G + k_a * (x - d)**2 / 2
V_morse = -G + D * (1 - np.exp(-a * (x - d)))**2
e_n, psi_n = np.linalg.eigh(kinetic + np.diag(V_n))
e_harm = np.linalg.eigvalsh(kinetic + np.diag(V_harm))
e_morse = np.linalg.eigvalsh(kinetic + np.diag(V_morse))
assert abs((e_harm[1] - e_harm[0]) / CM - nu_anion) < 0.1
assert abs((e_n[0] - e_harm[0]) - A_ad) < 1e-5
anharm = CM * nu_anion**2 / (4 * D / CM)     # eV, Morse anharmonicity
assert abs((e_morse[1] - e_morse[0]) - (CM * nu_anion - 2 * anharm)) < 1e-5

# expansion of the Morse compression energy
series = E_h * (1 + a * d + 7 * (a * d)**2 / 12)
assert abs(series / E_m - 1) < 0.01          # next term is (a d)^3/4

# spread of the local affinity over the neutral zero-point motion
weight = psi_n[:, 0]**2
sigma = np.sqrt(KIN / (CM * nu_neutral))


def mean_and_spread(gap):
    mean = weight @ gap
    return mean, np.sqrt(weight @ (gap - mean)**2)


mean_h, spread_h = mean_and_spread(V_n - V_harm)
spread_formula = np.sqrt((k_a * d * sigma)**2 + (k_n - k_a)**2 * sigma**4 / 2)
assert abs(spread_h / spread_formula - 1) < 1e-4
mean_m, spread_m = mean_and_spread(V_n - V_morse)
fraction_bound = weight[(V_n - V_morse) > 0].sum()
assert spread_m > abs(Av_morse)


def local_affinity(u):
    return k_n * u**2 / 2 + G - D * (1 - np.exp(-a * (u - d)))**2


x_cross = brentq(local_affinity, -0.1, 0.1)

# ab initio shape of the anion curve
basis = gto.basis.load('cc-pvdz', 'O') + [[0, [0.08, 1.0]], [1, [0.07, 1.0]]]


def molecule(R, charge, spin):
    return gto.M(atom=[['O', (0, 0, -R / 2)], ['O', (0, 0, R / 2)]],
                 basis={'O': basis}, charge=charge, spin=spin, verbose=0)


def starting_density():
    """Neutral triplet orbitals, with one electron added to a pi_g orbital."""
    mf = scf.ROHF(molecule(1.35, 0, 2))
    mf.kernel()
    assert mf.converged
    closed = mf.mo_coeff[:, mf.mo_occ == 2]
    half = mf.mo_coeff[:, mf.mo_occ == 1]
    up = closed @ closed.T + half @ half.T
    down = closed @ closed.T + np.outer(half[:, 0], half[:, 0])
    return np.array([up, down])


def configuration(mol, density):
    """Number of pi electrons and sum of inversion parities, for each spin."""
    labels = mol.ao_labels(fmt=None)
    is_pi = np.array([(lab[2][-1] == 'p' and lab[3] in ('x', 'y')) or
                      (lab[2][-1] == 'd' and lab[3] in ('xz', 'yz'))
                      for lab in labels])
    sign = np.array([-1.0 if lab[2][-1] == 'p' else 1.0 for lab in labels])
    half = len(labels) // 2
    inversion = np.kron(np.array([[0, 1], [1, 0]]), np.diag(sign[:half]))
    S = mol.intor('int1e_ovlp')
    pi_count = [np.diag(P @ S)[is_pi].sum() for P in density]
    parity = [np.trace(S @ inversion @ P) for P in density]
    return pi_count + parity


def anion_energy(R, guess):
    mol = molecule(R, -1, 1)
    mf = scf.ROHF(mol)
    mf.conv_tol = 1e-10
    mf.max_cycle = 150
    mf.kernel(dm0=guess)
    assert mf.converged, R
    density = np.asarray(mf.make_rdm1())
    # semicanonical orbitals: each spin's Fock matrix diagonal in its blocks
    ref = scf.UHF(mol)
    fock = np.asarray(ref.get_fock(dm=density))
    coeff, energy, occ = [], [], []
    for s in (0, 1):
        filled = mf.mo_occ > s
        parts = []
        for block in (mf.mo_coeff[:, filled], mf.mo_coeff[:, ~filled]):
            e, U = np.linalg.eigh(block.T @ fock[s] @ block)
            parts.append((e, block @ U))
        energy.append(np.concatenate([p[0] for p in parts]))
        coeff.append(np.hstack([p[1] for p in parts]))
        occ.append(np.repeat([1.0, 0.0], [filled.sum(), (~filled).sum()]))
    ref.mo_coeff, ref.mo_energy = np.array(coeff), np.array(energy)
    ref.mo_occ, ref.e_tot, ref.converged = np.array(occ), mf.e_tot, True
    solver = cc.UCCSD(ref, frozen=2)
    solver.conv_tol = 1e-8
    solver.max_cycle = 100
    solver.kernel()
    assert solver.converged, R
    total = mf.e_tot + solver.e_corr + solver.ccsd_t()
    return [total] + configuration(mol, density)


R_grid = np.array([1.22, 1.285, 1.35, 1.415, 1.48])
guess = starting_density()
results = np.array([anion_energy(R, guess) for R in R_grid])
# sigma_g^6 sigma_u^4 pi_u^4 pi_g^3: pi electrons 4 and 3, parity sums 1 and 0
assert np.abs(results[:, 1:] - [4, 3, 1, 0]).max() < 1e-3, results
hartree = sc.physical_constants['Hartree energy in eV'][0]
E_rel = (results[:, 0] - results[:, 0].min()) * hartree
curve = np.poly1d(np.polyfit(R_grid - 1.35, E_rel, 4))
u_min = brentq(curve.deriv(), -0.06, 0.12)
k_cc = curve.deriv(2)(u_min)
nu_cc = nu_anion * np.sqrt(k_cc / k_a)
ratio_cc = (curve(u_min - d) - curve(u_min)) / (k_cc * d**2 / 2)
ratio_morse = E_m / E_h
Av_cc = G - ratio_cc * E_h
assert abs(nu_cc / nu_anion - 1) < 0.10, nu_cc       # small basis
assert ratio_cc > 1.15, ratio_cc                     # inner wall is steeper
assert abs(ratio_cc - ratio_morse) < 0.10, ratio_cc  # Morse is a model shape

# the corrected claim
assert 0.05 < Av_simple < 0.15
assert max(abs(Av_morse), abs(Av_cc)) < 0.12
assert max(Av_simple, Av_harm, Av_morse, Av_cc) < A_ad / 3

# sensitivities of the Morse estimate
shift_d = morse_relaxation(nu_anion, d + 0.005, D) - E_m
shift_D = morse_relaxation(nu_anion, d, D - 0.2) - E_m
nu_alt = nu_anion + 2 * anharm / CM          # if 1090 is the fundamental
Av_alt = A_ad - CM * (nu_neutral - nu_alt) / 2 - morse_relaxation(nu_alt, d, D)


# image-charge crossing distance, measured from the image plane
def crossing(W, A):
    return COUL / (4 * (W - A))


def crossing_by_work(W, A):
    def mismatch(z):
        work = quad(lambda s: COUL / (2 * s)**2, z, np.inf)[0]
        return W - A - work
    return brentq(mismatch, 0.3, 20)


surfaces = [('aluminium-like', 4.2), ('caesium-covered', 2.0)]
for _, W in surfaces:
    for A in (A_ad, Av_morse):
        assert abs(crossing(W, A) - crossing_by_work(W, A)) < 1e-5

# neglected effects
T = 300.0
hot = np.exp(-CM * nu_neutral * EV / (sc.k * T))
quarter = 1 / (4 * sc.c * 100 * nu_anion)
speed = np.sqrt(sc.k * T / (4 * MU))         # molecular mass is 4 MU
travel = speed * quarter * 1e10
alpha = 2.0                                  # angstrom^3, rough polarizability
z_v = crossing(2.0, Av_morse)
field = COUL / (2 * z_v)**2                  # V/angstrom
polar = alpha * field**2 / (2 * COUL)

print(f"input anion, neutral wavenumber: {nu_anion:.0f}, {nu_neutral:.0f} cm^-1")
print(f"input bond lengthening: {d:.2f} angstrom")
print(f"input adiabatic affinity: {A_ad:.2f} eV")
print(f"input rough D0(O2), A(O): {D0_neutral:.1f}, {A_atom:.1f} eV")
print(f"reduced mass: {MU:.4e} kg")
print(f"anion force constant: {k_a:.2f} eV/angstrom^2")
print(f"anion force constant: {k_a*EV*1e20:.1f} N/m")
print(f"neutral force constant: {k_n:.2f} eV/angstrom^2")
print(f"harmonic relaxation energy: {E_h:.3f} eV")
print(f"A_v, harmonic, no zero-point correction: {Av_simple:.3f} eV")
print(f"zero-point difference: {zpe_shift:.4f} eV")
print(f"gap between curve minima G: {G:.3f} eV")
print(f"A_v, harmonic with zero-point correction: {Av_harm:.3f} eV")
print(f"anion D0 from cycle, well depth D: {D0_anion:.2f}, {D:.3f} eV")
print(f"Morse a: {a:.3f} 1/angstrom; a*d: {a*d:.4f}")
print(f"Morse anharmonicity: {anharm/CM:.2f} cm^-1")
print(f"Morse relaxation energy: {E_m:.3f} eV")
print(f"three-term expansion of it: {series:.3f} eV")
print(f"A_v, Morse: {Av_morse:.3f} eV")
print(f"CCSD(T) anion bond length: {1.35+u_min:.3f} angstrom")
print(f"CCSD(T) anion harmonic wavenumber: {nu_cc:.0f} cm^-1")
print(f"pi electrons, up and down: {results[2, 1]:.3f}, {results[2, 2]:.3f}")
print(f"true/harmonic compression, CCSD(T): {ratio_cc:.3f}")
print(f"true/harmonic compression, Morse: {ratio_morse:.3f}")
print(f"A_v with CCSD(T) wall shape: {Av_cc:.3f} eV")
print(f"A_v change for d + 0.005 angstrom: {-shift_d:.3f} eV")
print(f"A_v change for D - 0.2 eV: {-shift_D:.4f} eV")
print(f"harmonic wavenumber if 1090 is fundamental: {nu_alt:.1f} cm^-1")
print(f"A_v, Morse, in that reading: {Av_alt:.3f} eV")
print(f"neutral rms bond fluctuation: {sigma:.4f} angstrom")
print(f"local affinity mean, spread (harmonic): {mean_h:.3f}, {spread_h:.3f} eV")
print(f"local affinity mean, spread (Morse): {mean_m:.3f}, {spread_m:.3f} eV")
print(f"probability that local affinity > 0 (Morse): {fraction_bound:.2f}")
print(f"curve crossing, from neutral bond length: {x_cross:.4f} angstrom")
for name, W in surfaces:
    print(f"{name}, work function: {W:.1f} eV")
    print(f"  crossing, adiabatic A: {crossing(W, A_ad):.3f} angstrom")
    print(f"  crossing, vertical Morse A: {crossing(W, Av_morse):.3f} angstrom")
print(f"temperature: {T:.0f} K; v=1/v=0 population: {hot:.1e}")
print(f"quarter period of anion vibration: {quarter*1e15:.2f} fs")
print(f"thermal speed along normal: {speed:.0f} m/s")
print(f"travel in quarter period: {travel:.4f} angstrom")
print(f"rough polarizability: {alpha:.1f} angstrom^3")
print(f"image field at caesium-covered crossing: {field:.2f} V/angstrom")
print(f"ion polarization energy there: {polar:.3f} eV")
print("tests ok")
```

Running it gives:

```
input anion, neutral wavenumber: 1090, 1580 cm^-1
input bond lengthening: 0.14 angstrom
input adiabatic affinity: 0.45 eV
input rough D0(O2), A(O): 5.1, 1.5 eV
reduced mass: 1.3280e-26 kg
anion force constant: 34.94 eV/angstrom^2
anion force constant: 559.8 N/m
neutral force constant: 73.42 eV/angstrom^2
harmonic relaxation energy: 0.342 eV
A_v, harmonic, no zero-point correction: 0.108 eV
zero-point difference: 0.0304 eV
gap between curve minima G: 0.420 eV
A_v, harmonic with zero-point correction: 0.077 eV
anion D0 from cycle, well depth D: 4.05, 4.118 eV
Morse a: 2.060 1/angstrom; a*d: 0.2884
Morse anharmonicity: 8.94 cm^-1
Morse relaxation energy: 0.460 eV
three-term expansion of it: 0.458 eV
A_v, Morse: -0.040 eV
CCSD(T) anion bond length: 1.361 angstrom
CCSD(T) anion harmonic wavenumber: 1078 cm^-1
pi electrons, up and down: 4.000, 3.000
true/harmonic compression, CCSD(T): 1.403
true/harmonic compression, Morse: 1.344
A_v with CCSD(T) wall shape: -0.061 eV
A_v change for d + 0.005 angstrom: -0.039 eV
A_v change for D - 0.2 eV: -0.0035 eV
harmonic wavenumber if 1090 is fundamental: 1107.9 cm^-1
A_v, Morse, in that reading: -0.057 eV
neutral rms bond fluctuation: 0.0365 angstrom
local affinity mean, spread (harmonic): 0.103, 0.182 eV
local affinity mean, spread (Morse): -0.044, 0.287 eV
probability that local affinity > 0 (Morse): 0.42
curve crossing, from neutral bond length: 0.0054 angstrom
aluminium-like, work function: 4.2 eV
  crossing, adiabatic A: 0.960 angstrom
  crossing, vertical Morse A: 0.849 angstrom
caesium-covered, work function: 2.0 eV
  crossing, adiabatic A: 2.323 angstrom
  crossing, vertical Morse A: 1.764 angstrom
temperature: 300 K; v=1/v=0 population: 5.1e-04
quarter period of anion vibration: 7.65 fs
thermal speed along normal: 279 m/s
travel in quarter period: 0.0214 angstrom
rough polarizability: 2.0 angstrom^3
image field at caesium-covered crossing: 1.16 V/angstrom
ion polarization energy there: 0.093 eV
tests ok
```
